# Activation-Volume Tensor in Solid-Phase Epitaxial Regrowth: Hydrostatic and In-Plane Uniaxial Loading, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From transition-state theory to the activation-volume tensor

### 1.1 Definitions and conventions

An amorphous layer lies on a crystal of the same substance. On annealing, the planar interface between them moves into the amorphous layer, and the crystal grows. The axes $x$ and $y$ lie in the interface, and $z$ is the growth normal, with unit vector $\mathbf n$. The growth velocity is $v$, and $v_0$ is its value without load.

Stress $\sigma_{ij}$ and strain $\varepsilon_{ij}$ are positive in tension. A hydrostatic pressure $p>0$ is therefore $\sigma_{ij}=-p\,\delta_{ij}$. An in-plane uniaxial stress along $x$ has the single component $\sigma_{xx}=\tau$, with $\tau>0$ for tension. The stress is the nominal stress that the load applies to the specimen. Repeated indices are summed, and $\sigma{:}V=\sigma_{ij}V_{ij}$ runs over all nine components, so a shear stress contributes $2\sigma_{xy}V_{xy}$.

Temperature is $T$, and $k_{\rm B}T$ is the thermal energy. Stresses are in GPa and volumes in nm³. Their product is an energy, $1\ \mathrm{GPa\,nm^3}=10^{-18}$ J. Strains are small, and lengths, including the thickness grown, are measured in the unloaded state. This last choice keeps the elastic stretching of the specimen out of $v$.

The activation-volume tensor of an event with rate $k$ is defined by

$$V^*_{ij}=k_{\rm B}T\,\frac{\partial\ln k}{\partial\sigma_{ij}} .\tag{1}$$

The derivative is taken at constant temperature, and the nine stress components are treated as independent. Varying $\sigma_{xy}=\sigma_{yx}$ together therefore gives $2V^*_{xy}$. A positive diagonal component means that tension along that axis speeds the event.

### 1.2 The work done by a fixed load

Take a region of unloaded volume $V_0$ that contains the place where an event occurs and extends to the surface on which the load acts. The load exerts the traction $\sigma_{ij}\nu_j$ on its boundary, where $\boldsymbol\nu$ is the outward normal. If the region has the uniform strain $\varepsilon_{ik}$, the boundary displacement is $u_i=\varepsilon_{ik}x_k$. At constant traction the work is

$$\oint\sigma_{ij}\nu_j\,\varepsilon_{ik}x_k\,dA=\sigma_{ij}\varepsilon_{ik}\oint x_k\nu_j\,dA=V_0\,\sigma_{ij}\varepsilon_{ij}.$$

The last step uses the divergence theorem, $\oint x_k\nu_j\,dA=\int\partial_jx_k\,dV=V_0\delta_{jk}$. If the strain is not uniform, the same theorem gives the same work, with $\varepsilon_{ij}$ as the mean strain of the region.

The load loses this amount of potential energy. The energy that governs the region and its load together is therefore $U-V_0\sigma{:}\varepsilon$, where $U$ is the internal energy. The Boltzmann weight of a configuration is

$$\exp\!\left[-\frac{U-V_0\,\sigma{:}\varepsilon}{k_{\rm B}T}\right].\tag{2}$$

### 1.3 The rate of one event

Let $q$ be a coordinate that leads from the amorphous arrangement, $q<0$, to the crystalline one, $q>0$. Its mass is $m$ and its momentum is $P$. The dividing surface is $q=0$. Transition-state theory equates the rate to the equilibrium flux through this surface towards positive $q$, divided by the probability of the initial state. It assumes that the initial state is in thermal equilibrium and that no trajectory which has crossed returns at once.

The momentum part of the flux is

$$\frac{\int_0^\infty (P/m)\,e^{-P^2/2mk_{\rm B}T}\,dP}{\int_{-\infty}^{\infty}e^{-P^2/2mk_{\rm B}T}\,dP}
=\frac{k_{\rm B}T}{\sqrt{2\pi mk_{\rm B}T}}=\sqrt{\frac{k_{\rm B}T}{2\pi m}} .$$

The remaining part is a ratio of configuration integrals:

$$k=\sqrt{\frac{k_{\rm B}T}{2\pi m}}\;\frac{Z^\ddagger}{Z_{\rm a}} .\tag{3}$$

Both integrals contain the weight (2) and run over the strain and all other coordinates. $Z^\ddagger$ is taken at $q=0$, and $Z_{\rm a}$ also includes the integral over $q<0$. With Planck's constant $h$, the same rate can be written as

$$k=\frac{k_{\rm B}T}{h}\,e^{-\Delta G^\ddagger/k_{\rm B}T},\qquad
\Delta G^\ddagger=-k_{\rm B}T\ln\!\left[\frac{h}{\sqrt{2\pi mk_{\rm B}T}}\frac{Z^\ddagger}{Z_{\rm a}}\right].\tag{4}$$

Substituting the second expression into the first restores (3), because $(k_{\rm B}T/h)\,h/\sqrt{2\pi mk_{\rm B}T}=\sqrt{k_{\rm B}T/2\pi m}$. The prefactor $k_{\rm B}T/h$ does not depend on stress, so (1) and (4) give $V^*_{ij}=-\partial\Delta G^\ddagger/\partial\sigma_{ij}$.

### 1.4 The tensor as a difference of mean strains

Stress enters $Z^\ddagger$ and $Z_{\rm a}$ through the weight (2) alone, provided that the dividing surface and the mass do not depend on it. Differentiating the weight brings down a factor $V_0\varepsilon_{ij}/k_{\rm B}T$. For either integral,

$$\frac{\partial\ln Z}{\partial\sigma_{ij}}=\frac1Z\frac{\partial Z}{\partial\sigma_{ij}}=\frac{V_0\langle\varepsilon_{ij}\rangle}{k_{\rm B}T}.$$

The logarithm of (3) contains $\ln Z^\ddagger-\ln Z_{\rm a}$. Hence

$$V^*_{ij}=V_0\left(\langle\varepsilon_{ij}\rangle^\ddagger-\langle\varepsilon_{ij}\rangle_{\rm a}\right).\tag{5}$$

The activation volume is thus the change of shape of the region, times its volume, on going from the initial state to the dividing surface. The region meant here reaches to the loaded surface. The few atoms that rearrange are held back by their surroundings, so their own change of shape is in general different. For example, a small sphere that tends to swell deep inside a large isotropic body with the same elastic constants and Poisson's ratio 0.25 changes its own volume by only about 0.56 of the volume change of the whole body. To first order in strain, the trace of $V^*$ is the change of volume of the region that reaches to the loaded surface. The separate components of $V^*$ say in which directions this region has widened or narrowed. They may have different signs, and the trace cannot reveal this.

### 1.5 The exponential law and its first correction

As the stress grows, both mean strains in (5) change elastically. Let $S^\ddagger$ and $S_{\rm a}$ be the compliance tensors of the region in the two states. To first order in stress,

$$V^*_{ij}(\sigma)=V^*_{ij}(0)+Y_{ijkl}\sigma_{kl},\qquad Y=V_0(S^\ddagger-S_{\rm a}).$$

Now raise the load in proportion, as $s\sigma$ with $s$ from 0 to 1, and integrate (1):

$$\ln\frac{k(\sigma)}{k(0)}=\frac1{k_{\rm B}T}\int_0^1\sigma{:}\left[V^*(0)+s\,Y{:}\sigma\right]ds
=\frac{\sigma{:}V^*(0)+\tfrac12\,\sigma{:}Y{:}\sigma}{k_{\rm B}T}.\tag{6}$$

If the quadratic term $\tfrac12\,\sigma{:}Y{:}\sigma$ is small compared with $k_{\rm B}T$, it changes the rate little, and a constant tensor suffices:

$$k(\sigma)=k(0)\,e^{\sigma{:}V^*/k_{\rm B}T}.\tag{7}$$

A small model shows the sizes involved. A free cell of 0.4 nm³, loaded directly on its faces, has three normal strains, Young's modulus 100 GPa and Poisson's ratio 0.25. Along $q$ it has a double well with minima at $q=\pm1$. The potential-energy barrier is 2.4 eV, and the final state lies 0.10 eV below the initial one. The strain preferred by the cell changes along the path in proportion to $b(q)=(1-q^2)^2$, apart from a small term for the density change. The static difference between saddle and minimum is $V^*=(0.010,-0.004,-0.012)$ nm³ for the $xx$, $yy$ and $zz$ components. The stiffness falls by 10 percent at the saddle. The temperature is 800 K, where $k_{\rm B}T=0.011045\ \mathrm{GPa\,nm^3}=0.06894$ eV.

Summing the Boltzmann weights on a grid of $q$ and strain gives, from (5), the components $0.00986$, $-0.00394$ and $-0.01183$ nm³. They are 1.4 percent smaller in magnitude than the static values, because the initial state does not sit at rest at its minimum. With $q=-1+\delta$, the leading term is $b\approx4\delta^2$. The well energy is close to $Bb$ with $B=2.45$ eV, so equipartition gives $B\langle b\rangle=\tfrac12k_{\rm B}T$. Thus $\langle b\rangle=0.06894/(2\times2.45)=0.014$, and this fraction of the path strain is already present on average.

Under a pressure of 1 GPa, entered as three equal normal stresses in the small-strain weight (2), the same sums give $\ln[k(\sigma)/k(0)]=0.565$. The linear term in (6) is 0.536 and the quadratic one is 0.030. Under a uniaxial tension of 1 GPa along $x$, the sums give 0.912, with a linear term of 0.892 and a quadratic one of 0.020. The quadratic term is even in the load, so under uniaxial compression it reduces the magnitude, and the sums give $-0.873$. In this model (7) is therefore good to a few percent in $\ln k$ at 1 GPa. The correction grows with the assumed softening of the cell and has no universal size. The small-strain form is itself good only to a few percent in so small a cell. The static path strains are $0.025$, $-0.010$ and $-0.030$, and their pairwise products add $0.4\times(-7.0\times10^{-4})=-0.0003$ nm³ to the true volume change, about 5 percent of the trace. A pressure doing work against the true volume would raise the linear term by about 0.025, comparable to the quadratic term.

### 1.6 Reverse events and the net velocity

Atoms that have joined the crystal can also leave it. Both directions cross the same dividing surface, so (3) applies to the reverse rate $k_-$ with $Z_{\rm a}$ replaced by the integral $Z_{\rm c}$ of the crystalline state. The ratio of reverse to forward rate is

$$r=\frac{k_-}{k}=\frac{Z_{\rm a}}{Z_{\rm c}}=e^{-\Delta g/k_{\rm B}T},\qquad \Delta g=k_{\rm B}T\ln\frac{Z_{\rm c}}{Z_{\rm a}} .\tag{8}$$

Here $\Delta g$ is the free energy released by one event at fixed load. Each event is taken to crystallize one atom, so $\Delta g$ is also the free energy released per atom. If an event on every site advances the interface by $\lambda$, the net velocity is

$$v=\lambda(k-k_-)=\lambda k\,(1-r).\tag{9}$$

The density of active sites is taken as independent of stress. If it instead varies as $e^{\sigma{:}V^{\rm f}/k_{\rm B}T}$, with $V^{\rm f}$ the formation volume of an active site, this factor multiplies (7), and $V^*$ must be replaced by $V^*+V^{\rm f}$.

### 1.7 How stress changes the driving free energy

Let the crystal and the amorphous film have thicknesses $h_{\rm c}$ and $h_{\rm a}$, atomic volumes $\Omega_{\rm c}$ and $\Omega_{\rm a}$, and elastic energy densities $u_{\rm c}$ and $u_{\rm a}$. The interface is coherent, so both layers share the in-plane strains $e_x$ and $e_y$. Their normal strains $e_{\rm c}$ and $e_{\rm a}$ may differ. With fixed in-plane forces $F_x$ and $F_y$ per unit width, the potential per unit area, after $n$ atoms per unit area have crystallized, is

$$\Phi=-n\,\Delta g_0+h_{\rm c}u_{\rm c}+h_{\rm a}u_{\rm a}-F_xe_x-F_ye_y-\sigma_{zz}\left[h_{\rm c}(1+e_{\rm c})+h_{\rm a}(1+e_{\rm a})\right].$$

Crystallization changes the thicknesses by $dh_{\rm c}=\Omega_{\rm c}\,dn$ and $dh_{\rm a}=-\Omega_{\rm a}\,dn$. The strains adjust as well, but $\Phi$ is stationary with respect to them at equilibrium, so their adjustment does not contribute to $d\Phi/dn$. The released free energy $\Delta g=-d\Phi/dn$ is

$$\Delta g=\Delta g_0+\sigma_{zz}(\Omega_{\rm c}-\Omega_{\rm a})+\left[\Omega_{\rm a}u_{\rm a}-\Omega_{\rm c}u_{\rm c}+\sigma_{zz}(\Omega_{\rm c}e_{\rm c}-\Omega_{\rm a}e_{\rm a})\right].$$

Without intrinsic stress, $u_{\rm c}$ and $u_{\rm a}$ are quadratic in the load, and so are the products $\sigma_{zz}e$. The whole square bracket is then of second order. To first order,

$$\Delta g=\Delta g_0+\sigma_{zz}\,\Delta V,\qquad \Delta V=\Omega_{\rm c}-\Omega_{\rm a}.\tag{10}$$

The substrate fixes the in-plane dimensions of each newly crystallized layer. The density change therefore appears as a change of thickness, against which only a normal stress does work.

Take $\Omega_{\rm c}=0.0200$ and $\Omega_{\rm a}=0.0204$ nm³, so that $\Delta V=-0.0004$ nm³. For a pressure of 1 GPa, (10) gives an increase of $0.0004\ \mathrm{GPa\,nm^3}=2.5$ meV. For an in-plane tension of 1 GPa the linear change is zero. With Young's moduli of 100 GPa in the crystal and 80 GPa in the film, and the same Poisson's ratio, the bracket becomes

$$\frac{\tau^2}{2E_{\rm c}^2}\left(E_{\rm a}\Omega_{\rm a}-E_{\rm c}\Omega_{\rm c}\right)=\frac{1.632-2.000}{2\times10^4}\ \mathrm{GPa\,nm^3}=-0.115\ \mathrm{meV},$$

because a thick crystal imposes the strain $\tau/E_{\rm c}$ on the film. Under the pressure of 1 GPa the same moduli, with Poisson's ratio 0.25, give a bracket of about $-0.21$ meV, some 8 percent of the linear term.

An intrinsic in-plane stress $s_{\rm a}$ in the film spoils this result. Its energy density then contains the linear term $s_{\rm a}(e_x+e_y)$. Suppose that the free film would be larger than the crystal by a strain of 0.005 in both in-plane directions. With Poisson's ratio 0.25, $s_{\rm a}=-80\times0.005/0.75=-0.533$ GPa. A uniaxial tension of 1 GPa gives $e_x+e_y=0.75/100=0.0075$. The linear change is $\Omega_{\rm a}s_{\rm a}(e_x+e_y)=-0.51$ meV. Equation (10) thus requires a film without intrinsic in-plane stress.

### 1.8 The apparent tensor

A measurement of $v$ yields $k_{\rm B}T\,\partial\ln v/\partial\sigma_{ij}$, and not $V^*_{ij}$ itself. From (8) and (10), $\partial r/\partial\sigma_{ij}=-(r/k_{\rm B}T)\,\Delta V\,n_in_j$. Therefore

$$k_{\rm B}T\frac{\partial\ln(1-r)}{\partial\sigma_{ij}}=-\frac{k_{\rm B}T}{1-r}\frac{\partial r}{\partial\sigma_{ij}}=\frac{r}{1-r}\,\Delta V\,n_in_j .$$

Since $r/(1-r)=1/(e^{\Delta g/k_{\rm B}T}-1)$, the apparent tensor is

$$V^{\rm app}_{ij}=V^*_{ij}+\frac{\Delta V\,n_in_j}{e^{\Delta g/k_{\rm B}T}-1}.\tag{11}$$

Only the $zz$ component is altered. For $\Delta g\gg k_{\rm B}T$ reverse events are rare and the correction vanishes. For $\Delta g\to0$ it grows as $k_{\rm B}T\,\Delta V/\Delta g$, because the velocity itself tends to zero and its logarithm becomes sensitive to any change in the driving force.

## Part 2. Hydrostatic and in-plane uniaxial loading

This part has expressed the effect of stress on the event rate through the activation-volume tensor and, to first order, its effect on the driving free energy through the normal stress and the density change. It remains to apply these results to hydrostatic and in-plane loading, and to find the tensor components from measured velocities.

Numbers in the example were calculated in double precision.
